\section*{Born effective charges and infrared absorption in crystals of one element, part 1}

(Sections cited here and not found follow in the second part.)

Infrared light falling on a crystal drives its electric field against the lattice. In rock salt the field pushes the cations one way and the anions the other, and a transverse optical phonon absorbs strongly. Diamond and silicon have an optical phonon at the zone centre too, but the field does not drive it. Trigonal selenium is also made of one element, and all its atoms are equivalent by symmetry, yet it absorbs infrared light at some of its zone-centre phonon frequencies. The question is what the field pushes on when every atom is neutral.

\section{The belief}

The coupling between a macroscopic field and a lattice displacement is the Born effective charge. Let the primitive cell have volume $\Omega$ and contain $s$ atoms labelled $\kappa$. Displace the whole sublattice $\kappa$ by $\mathbf u_\kappa$, the same in every cell, with the macroscopic field $\boldsymbol{\mathcal E}$ held at zero. The change of the polarization $\mathbf P$ defines the dimensionless tensor
\begin{equation}
Z^*_{\kappa,\alpha\beta}=\frac{\Omega}{e}\,\frac{\partial P_\alpha}{\partial u_{\kappa\beta}},
\qquad
\delta\mathbf P=\frac{e}{\Omega}\sum_\kappa Z^*_\kappa\,\mathbf u_\kappa ,
\label{def}
\end{equation}
with $e>0$ the elementary charge. The first index belongs to the polarization and the second to the displacement. To first order in the field the electric enthalpy per cell is $E_0(u)-\Omega\,\mathbf P(u)\cdot\boldsymbol{\mathcal E}$. Minus its derivative with respect to $u_{\kappa\beta}$ is the force, whose field-induced part is therefore
\begin{equation}
F_{\kappa\beta}=\Omega\sum_\alpha\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\,\mathcal E_\alpha=e\sum_\alpha Z^*_{\kappa,\alpha\beta}\,\mathcal E_\alpha .
\label{force}
\end{equation}

The belief is that $Z^*_\kappa=0$ in any crystal of a single element. The argument runs as follows. Equivalent atoms carry equal charges, the cell is neutral, so each charge is zero. For a static scalar charge this is correct as long as all atoms are equivalent by symmetry; inequivalent atoms of one element can carry different charges. The argument also gives the right answer for diamond, silicon and germanium. The flaw is that $Z^*_\kappa$ is a tensor, and equivalent atoms carry rotated copies of it, which need not be equal.

\section{Two exact constraints}

The crystal is taken to be an insulator, non-magnetic, with an electronic ground state that has the full space-group symmetry of the nuclei.

The first constraint is the acoustic sum rule. Move every atom by the same $\mathbf u$. The ground state of the moved crystal is the old one translated by $\mathbf u$. In an insulator the $N_e$ electrons per cell can be assigned to localized Wannier functions, whose centres all move by $\mathbf u$. With ionic charges $eZ_\kappa$, $\delta\mathbf P=(e/\Omega)(\sum_\kappa Z_\kappa-N_e)\mathbf u$, which is zero by neutrality. Comparison with (\ref{def}) for arbitrary $\mathbf u$ gives
\begin{equation}
\sum_\kappa Z^*_\kappa=0 .
\label{asr}
\end{equation}

The second constraint is covariance. Let $g=\{R|\mathbf t\}$ be a space-group operation with orthogonal $R$, sending sublattice $\kappa$ to $g(\kappa)$. Applied to the distorted crystal, $g$ turns the pattern $\mathbf u_\kappa$ into $\mathbf u'_{g(\kappa)}=R\mathbf u_\kappa$ and the polar vector $\delta\mathbf P$ into $R\,\delta\mathbf P$. The undistorted crystal is mapped on itself, so (\ref{def}) holds for the new pattern with the same tensors: $\sum_\kappa Z^*_{g(\kappa)}R\mathbf u_\kappa=R\sum_\kappa Z^*_\kappa\mathbf u_\kappa$. The $\mathbf u_\kappa$ are independent, so $Z^*_{g(\kappa)}R=RZ^*_\kappa$, and $R^{-1}=R^T$ gives
\begin{equation}
Z^*_{g(\kappa)}=R\,Z^*_\kappa\,R^T .
\label{cov}
\end{equation}

\section{Where the belief is true}

For $s=1$ the sum (\ref{asr}) has one term, which vanishes. For $s=2$ with identical atoms at $\boldsymbol\tau_1+\mathbf L$ and $\boldsymbol\tau_2+\mathbf L$, where $\mathbf L$ runs over the lattice, consider the inversion through the midpoint, $\mathbf r\to\boldsymbol\tau_1+\boldsymbol\tau_2-\mathbf r$. It sends $\boldsymbol\tau_1+\mathbf L$ to $\boldsymbol\tau_2-\mathbf L$ and $\boldsymbol\tau_2+\mathbf L$ to $\boldsymbol\tau_1-\mathbf L$. Since $-\mathbf L$ is a lattice vector, this is a symmetry for every lattice, however skew. With $R=-1$, (\ref{cov}) gives $Z^*_2=(-1)^2Z^*_1=Z^*_1$, while (\ref{asr}) gives $Z^*_2=-Z^*_1$. Both tensors vanish. The count refers to the primitive cell; the cubic cell of diamond holds more atoms, but those related by a lattice translation have $R=1$ and equal tensors.

The proof used an operation with $R=\pm1$, for which (\ref{cov}) reduces to equality. With three atoms no such operation is guaranteed, and atoms related by a true rotation can have different tensors that add to zero.

\section{Counting what symmetry allows}

Lattice translations act trivially on the sublattices, so $G$ may be taken as the finite group of operations modulo translations. The sets $\{Z_\kappa\}$ form a space of dimension $9s$, on which $g$ acts by $(T_gZ)_{g(\kappa)}=RZ_\kappa R^T$. This is the product of a permutation matrix with $R\otimes R$, so its trace is $n(g)\chi(g)^2$, where $n(g)$ counts the sublattices with $g(\kappa)=\kappa$ and $\chi(g)=\mathrm{tr}\,R$. Solutions of (\ref{cov}) are the invariants of $T$. The average $|G|^{-1}\sum_gT_g$ is the projector on them, and the trace of a projector is the dimension of its range, so there are $|G|^{-1}\sum_gn\chi^2$ independent solutions.

The map $\{Z_\kappa\}\to\sum_\kappa Z_\kappa$ sends an invariant set to a single tensor $X$ with $RXR^T=X$, and by the same argument such tensors span $|G|^{-1}\sum_g\chi^2$ dimensions. Every such $X$ is reached, by the uniform set $Z_\kappa=X/s$. The sum rule selects the kernel of this map, and by the rank--nullity theorem the number of free parameters is
\begin{equation}
N=\frac1{|G|}\sum_{g}\,[\,n(g)-1\,]\,\chi(g)^2 .
\label{count}
\end{equation}
By (\ref{def}) the set $\{Z^*_\kappa\}$ is a linear map from displacements to vectors. Equation (\ref{cov}) says that it commutes with $G$, and (\ref{asr}) says that it vanishes on the three rigid translations. It is thus a map from the optical displacements, of character $(n-1)\chi$, to the vector representation, of character $\chi$. By Schur's lemma a nonzero map of this kind exists exactly when the two share an irreducible representation, which is the selection rule for infrared activity. Hence $N>0$ and the existence of symmetry-allowed infrared modes are the same statement.

Three atoms in general positions have only the identity, and $N=(3-1)\times9=18$. Three or more atoms are necessary but do not always suffice. Hexagonal diamond has four atoms at fractional positions $(\tfrac13,\tfrac23,z)$, $(\tfrac23,\tfrac13,z+\tfrac12)$, $(\tfrac23,\tfrac13,-z)$, $(\tfrac13,\tfrac23,\tfrac12-z)$. Each lies on a threefold axis along $\mathbf c$ and on the vertical mirror $(x,y)\to(-y,-x)$. A tensor commuting with the threefold rotation has no in-plane--axial elements, since no in-plane vector is invariant, and its in-plane block is $p\,1$ plus an antisymmetric part. The mirror has in-plane determinant $-1$ and reverses the antisymmetric part, so $Z^*=\mathrm{diag}(p,p,q)$. The inversion through the origin and the mirror $z\to\tfrac12-z$ connect all four atoms, and their matrices, $-1$ and $\mathrm{diag}(1,1,-1)$, leave a diagonal tensor unchanged. The four tensors are equal, and (\ref{asr}) makes them zero.

\section{Trigonal selenium}

The lattice is hexagonal with constants $a_0,c_0$, $\mathbf a_1\parallel x$ and $\mathbf a_3\parallel z$. In the setting $P3_121$ the atoms $\kappa=0,1,2$ sit at $(u,0,\tfrac13)$, $(0,u,\tfrac23)$, $(-u,-u,0)$ and form helices around $z$, at azimuths $\theta_\kappa=2\pi\kappa/3$ and radius $ua_0$. The screw $(x,y,z)\to(-y,x-y,z+\tfrac13)$ takes $0\to1\to2\to0$. The twofold rotation $(x,y,z)\to(x-y,-y,\tfrac23-z)$, with Cartesian $R=\mathrm{diag}(1,-1,-1)$, fixes atom 0 and exchanges atoms 1 and 2. The six operations form $D_3$. The identity has $n=3$, $\chi=3$; the two screws have $n=0$, $\chi=1+2\cos120^\circ=0$; the three twofold axes have $n=1$, $\chi=-1$. Only the identity contributes to (\ref{count}), and $N=(2\times9)/6=3$.

The three parameters can be exhibited. For atom 0 the twofold axis gives $Z_{\alpha\beta}=r_\alpha r_\beta Z_{\alpha\beta}$ with $r=(1,-1,-1)$, which removes $xy$, $xz$, $yx$ and $zx$ and leaves $Z_{xx}=p$, $Z_{yy}=q$, $Z_{zz}=w$, $Z_{yz}=b$, $Z_{zy}=c$. The other atoms follow from (\ref{cov}) with the rotation by $\theta_\kappa$ about $z$. Write the in-plane block as $\tfrac12(p+q)\,1+a\,\mathrm{diag}(1,-1)$ with $a=\tfrac12(p-q)$. The unit matrix is unchanged by rotation. For the second part, the columns of the rotation are $\boldsymbol\rho=(\cos\theta,\sin\theta)$ and $\mathbf t=(-\sin\theta,\cos\theta)$, so $\mathrm{diag}(1,-1)$ becomes $\boldsymbol\rho\boldsymbol\rho^T-\mathbf t\mathbf t^T$, with diagonal elements $\pm(\cos^2\theta-\sin^2\theta)=\pm\cos2\theta$ and off-diagonal element $2\sin\theta\cos\theta=\sin2\theta$. The column $(0,b)$ becomes $b\,\mathbf t$ and the row $(0,c)$ becomes $c\,\mathbf t^T$. Over the three angles $\cos\theta$, $\sin\theta$, $\cos2\theta$ and $\sin2\theta$ each add to zero, so the sum of the tensors is $\mathrm{diag}\big(\tfrac32(p+q),\tfrac32(p+q),3w\big)$. The sum rule requires $q=-p$ and $w=0$ and says nothing about $a$, $b$, $c$:
\begin{equation}
Z^*_\kappa=\begin{pmatrix}
a\cos2\theta_\kappa & a\sin2\theta_\kappa & -b\sin\theta_\kappa\\
a\sin2\theta_\kappa & -a\cos2\theta_\kappa & b\cos\theta_\kappa\\
-c\sin\theta_\kappa & c\cos\theta_\kappa & 0
\end{pmatrix}.
\label{form}
\end{equation}
The trace is zero. The isotropic part of the tensor, which is the part that resembles a scalar charge, does vanish as the belief expects. A calculation that reports only $\tfrac13\mathrm{tr}\,Z^*$ finds zero and misses the effect. Nothing forces $b=c$, so the order of the indices matters.

The displacement character $n\chi$ is $(9,0,-1)$ on the three classes, of sizes $1,2,3$. With the characters $A_1=(1,1,1)$, $A_2=(1,1,-1)$, $E=(2,-1,0)$, the multiplicities are $(9-3)/6=1$, $(9+3)/6=2$ and $18/6=3$. The vector character $(3,0,-1)$ gives in the same way $(3-3)/6=0$, $(3+3)/6=1$ and $6/6=1$, that is $A_2+E$. The optical modes are $A_1+A_2+2E$, of which $A_2+2E$ are infrared active.

The two one-dimensional modes are fixed by symmetry. The radial pattern $\mathbf u_\kappa=\sigma\boldsymbol\rho_\kappa$ of amplitude $\sigma$ is $A_1$. From (\ref{form}) and the angle-difference formulas, $Z^*_\kappa\boldsymbol\rho_\kappa=(a\cos\theta_\kappa,a\sin\theta_\kappa,0)$, which adds to zero. The tangential pattern $\mathbf u_\kappa=\sigma\mathbf t_\kappa$, a rigid turn of each helix about its axis, is $A_2$. Here $Z^*_\kappa\mathbf t_\kappa=(a\sin\theta_\kappa,-a\cos\theta_\kappa,c)$, the last entry being $c(\sin^2\theta_\kappa+\cos^2\theta_\kappa)$, and the sum gives
\begin{equation}
\delta\mathbf P=\frac{3ce\sigma}{\Omega}\,\hat{\mathbf z}.
\label{PA2}
\end{equation}
The atoms move perpendicular to $z$ and the polarization is along $z$, which no set of rigid point charges could produce.

Symmetry and the sum rule force the Born effective charges to vanish for one or two identical atoms per primitive cell, but in trigonal selenium they allow nonzero tensors with three free parameters $a$, $b$, $c$. It remains to find what gives these parameters their values, and to obtain the infrared strengths and the LO–TO splitting that follow from them.
